# Why a Spin Flip Binds a Vacancy on a Triangular Lattice

## One triangle

Put two carriers on three mutually connected sites, so that one site is vacant. The carriers hop with

$$H=-t\sum_{i\neq j,\sigma}c^\dagger_{i\sigma}c_{j\sigma},\qquad t>0,$$

and the on-site repulsion $U$ is so large that no site holds two of them.

If both spins point up, the vacancy position is the whole configuration. Let $|F\rangle$ have an up carrier on every site, and let $|h\rangle=c_{h\uparrow}|F\rangle$. A carrier moving from $j$ into the vacancy gives

$$-t\,c^\dagger_{h\uparrow}c_{j\uparrow}c_{h\uparrow}|F\rangle=+t\,c_{j\uparrow}c^\dagger_{h\uparrow}c_{h\uparrow}|F\rangle=+t\,|j\rangle .$$

The sign comes from moving $c^\dagger_{h\uparrow}$ past $c_{j\uparrow}$. The vacancy therefore hops with amplitude $+t$ around a ring of three, with energies $2t\cos(2\pi m/3)$, that is $2t,-t,-t$. To gain the full $-2t$ from its two bonds, its wave function would have to change sign at every hop. On a loop of three this is impossible, and the best energy is $-t$. This is the destructive interference of the frustrated lattice.

Now let one spin point down, at site $s$:

$$|h,s\rangle=c_{h\uparrow}S^-_s|F\rangle,\qquad S^-_s=c^\dagger_{s\downarrow}c_{s\uparrow}.$$

When an up carrier fills the vacancy, $S^-_s$ is a spectator made of two fermion operators on another site, and the amplitude is again $+t$. When the down carrier fills it,

$$-t\,c^\dagger_{h\downarrow}c_{s\downarrow}\,c_{h\uparrow}c^\dagger_{s\downarrow}c_{s\uparrow}|F\rangle
=+t\,c^\dagger_{h\downarrow}c_{h\uparrow}\,(c_{s\downarrow}c^\dagger_{s\downarrow})\,c_{s\uparrow}|F\rangle=+t\,|s,h\rangle .$$

One anticommutation supplies the sign, and the bracket equals one because $c_{s\uparrow}|F\rangle$ has no down carrier at $s$. Vacancy and flip have traded places, also with amplitude $+t$.

Label the sites A, B, C and send the vacancy round, starting from $(h,s)=(A,B)$:

$$(A,B)\to(B,A)\to(C,A)\to(A,C)\to(B,C)\to(C,B)\to(A,B).$$

One circuit returns the vacancy but leaves the flip on the other site. Two circuits restore the state. The configurations form a ring of six, with energies $2t\cos(2\pi j/6)$. A ring of six allows a sign change at every hop, so the lowest energy is $-2t$. Diagonalizing the Hubbard model on the triangle at $U=10^6t$ gives $-1.0000\,t$ for parallel and $-2.0000\,t$ for opposite spins.

In this ground state $(A,B)$ and $(A,C)$ are three hops apart and have opposite amplitudes. With the vacancy at A, the other two spins are in the combination $\downarrow\uparrow-\uparrow\downarrow$, a singlet. The flip makes two paths that used to interfere end in different spin configurations, and the singlet gives those configurations the favourable relative sign.

## The lattice problem

Take the triangular lattice with nearest-neighbour hopping, $U\to\infty$, one vacancy, and a background polarised by a magnetic field. Zeeman energy is left out until the field is discussed. With $k_1,k_2$ the phases of $\mathbf k$ along two lattice vectors at $60^\circ$, the free vacancy has

$$\varepsilon(\mathbf k)=2t[\cos k_1+\cos k_2+\cos(k_2-k_1)]
=t\,|1+e^{ik_1}+e^{ik_2}|^2-3t .$$

The square cannot be negative and vanishes at the two zone corners, so the band bottom is $-3t$. Six bonds without frustration would give $-6t$.

Add one flip at $\mathbf r=\mathbf s-\mathbf h$ from the vacancy. For total momentum $\mathbf Q$ and $N$ sites, use

$$|\mathbf r)=N^{-1/2}\sum_{\mathbf h}e^{i\mathbf Q\cdot(\mathbf h+\mathbf r)}|\mathbf h,\mathbf h+\mathbf r\rangle .$$

The phase is tied to the flip. An ordinary vacancy hop by $\boldsymbol\delta$ leaves the flip in place, so it takes $|\mathbf r)$ to $|\mathbf r-\boldsymbol\delta)$ with amplitude $t$ and no phase. If $\mathbf r=\boldsymbol\delta$, the two trade places: the flip moves by $-\boldsymbol\delta$ and the separation becomes $-\boldsymbol\delta$. Hence

$$H_Q|\mathbf r)=t\sum_{\boldsymbol\delta\ne\mathbf r}|\mathbf r-\boldsymbol\delta)
+t\sum_{\boldsymbol\delta}\delta_{\mathbf r,\boldsymbol\delta}\,e^{i\mathbf Q\cdot\boldsymbol\delta}|-\boldsymbol\delta),\qquad \mathbf r\neq0 .$$

This is one particle on a lattice with its origin missing and with extra links joining opposite neighbours of the hole. Far from the origin it is a free vacancy, so the continuum starts at $-3t$ for every $\mathbf Q$. A bound state is a normalizable state below $-3t$.

## Two controls on the cause

**Frustration is necessary.** On a lattice with $z$ neighbours, each configuration connects to exactly $z$ others with amplitudes of size $t$. At the site where a normalizable eigenstate has its largest modulus,

$$|E||\psi_{\max}|\le zt|\psi_{\max}|,\qquad\text{so}\qquad E\ge-zt .$$

A dopant that already reaches $-zt$ when free cannot gain from a flip. This excludes one-flip binding on the square lattice, where the free band bottom is $-4t$ for either hopping sign. It also excludes it on the triangular lattice when the dopant hops with amplitude $-t$.

The second case is that of an added carrier. Exchanging creation and annihilation operators turns $-t\,c_i^\dagger c_j$ into $+t\,c_j^\dagger c_i$, so a doubly occupied site obeys the vacancy problem with the sign of $t$ reversed. For $t>0$ the effect belongs to fillings just below one carrier per site; for $t<0$ it belongs just above.

**The exchange hop is the agent.** If the exchange links are deleted, the remaining Hamiltonian is the free one restricted to wave functions that vanish at the origin. A restriction cannot lower the minimum, so nothing lies below $-3t$. On a finite hexagonal patch the lowest level is then $-2.973\,t$. A flip that merely blocked a site would not bind the vacancy.

## The bound state

Set $\mathbf Q=0$ and take odd functions, $\psi(-\mathbf r)=-\psi(\mathbf r)$. They vanish at the origin. The six neighbour amplitudes cancel in pairs, so free hopping does not feed the origin either, and the missing site has no effect. The exchange hop adds $t\psi(-\boldsymbol\delta)=-t\psi(\boldsymbol\delta)$ at each neighbour. It has become an attraction of strength $t$ on the six neighbouring sites.

The favourable odd state changes sign from each neighbour to the next:

$$|f\rangle=\frac1{\sqrt6}\sum_{j=0}^{5}(-1)^j|\boldsymbol\delta_j) .$$

A rotation by $60^\circ$ changes its sign, an f-wave pattern. It is the lattice form of the triangle's singlet, since adjacent neighbours of the vacancy have opposite amplitudes for carrying the flip. All amplitudes also sum to zero, so the spin-raising operator annihilates the state: its total spin is one below the maximum for one vacancy.

A small estimate shows that binding is strong. Confined to the ring of neighbours, the state gains $-2t$ from hops along the ring and $-t$ from exchange, in all $-3t$. Each ring site also connects to the site straight outward at distance two. Including the alternating combination of those six sites, which are not neighbours of each other, gives

$$\begin{pmatrix}-3t&t\\t&0\end{pmatrix},\qquad E^2+3tE-t^2=0,\qquad E=-\frac{3+\sqrt{13}}2\,t\approx-3.30\,t .$$

This trial energy is an upper bound on the ground-state energy and already lies below the continuum.

For the full solution, the alternating ring positions $(1,0),(-1,1),(0,-1)$ and their negatives give

$$|f(\mathbf k)|^2=\tfrac23\,[\sin k_1+\sin(k_2-k_1)-\sin k_2]^2 .$$

In this symmetry sector the attraction is $-t|f\rangle\langle f|$. With $c=\langle f|\psi\rangle$, the Schrödinger equation reads

$$[\varepsilon(\mathbf k)-E]\,\psi(\mathbf k)=t\,c\,f(\mathbf k).$$

Divide by the bracket, multiply by $f^*(\mathbf k)$ and average over the zone. The left side becomes $c$, which cancels:

$$\boxed{\,1=t\left\langle\frac{|f(\mathbf k)|^2}{\varepsilon(\mathbf k)-E}\right\rangle\,}$$

The solution is $E=-3.4227\,t$, so the binding energy is $E_b=0.4227\,t$. Direct diagonalization of the hopping problem on a patch gives the same digits.

Normalizing $\psi$ gives the probability that the flip is next to the vacancy:

$$w=|c|^2=\frac1{t^2\langle|f|^2/(\varepsilon-E)^2\rangle}=0.775 .$$

The exchange energy is $-tw=-0.775\,t$ and ordinary hopping contributes $-2.648\,t$. Staying close to the flip costs $0.352\,t$ of ordinary hopping energy relative to the free $-3t$. Exchange returns $0.775\,t$, and the difference is $0.423\,t$.

### A weaker exchange hop

Let the exchange amplitude be $\lambda t$ with $0<\lambda\le1$. The condition becomes $1=\lambda t\langle\cdots\rangle$. At a zone corner the three sine terms each equal $\sqrt3/2$ in modulus with a common sign, so $|f|^2=\frac23\cdot\frac{27}4=\frac92$. The three cosines are each $-\frac12$, the linear terms cancel because the three bond vectors sum to zero, and for lattice period $a$

$$\varepsilon\simeq-3t+\tfrac34tq^2a^2 .$$

The zone area is $8\pi^2/(\sqrt3a^2)$ and there are two corners. Up to a constant,

$$\left\langle\frac{|f|^2}{\varepsilon-E}\right\rangle\simeq
2\,\frac{\sqrt3a^2}{8\pi^2}\int\frac{\frac92\,2\pi q\,dq}{\frac34tq^2a^2+E_b}
\simeq\frac{3\sqrt3}{2\pi t}\ln\frac t{E_b}.$$

The average grows without limit as $E_b\to0$, so there is a solution for any $\lambda>0$. For small $\lambda$, $E_b\propto t\,e^{-2\pi/(3\sqrt3\lambda)}$. The predicted slope is $0.827/t$; the zone averages at $E_b=10^{-3}t$ and $5\times10^{-4}t$ give $0.825/t$. At the Hubbard value $\lambda=1$ the exponent is only $-1.21$, so the exponential factor no longer makes the binding small.

### Other momenta

For general $\mathbf Q$, the exchange link between $\boldsymbol\delta$ and $-\boldsymbol\delta$ has energies $\pm t$. It can lower the energy by no more than an attraction $-t$ on both sites, so

$$H_Q\ge H_{\text{no exchange}}-tP_{\text{neighbours}} .$$

At $\mathbf Q=0$ odd states attain equality. On the patch, the lowest level of the right-hand side coincides with the f-wave energy, so no other momentum does better there. At the zone-edge midpoint M and the corner K, the lowest patch levels are $-2.978\,t$ and $-2.973\,t$. No bound state is resolved at these momenta, though one larger than the patch is not excluded.

## Sizes in a moiré bilayer

Semiconductor moiré heterobilayers can have carriers on a triangular lattice with hopping near 1 meV, repulsion of tens of meV to about 100 meV, and a period of several nanometres. These are rough figures. The numbers here use $t=1$ meV, $U=100$ meV, period 8 nm, $g=10$ and temperature 0.5 K, and describe no particular compound. If the carriers move in a smooth real potential, their lowest state has no nodes. In a nearest-neighbour band this means $t>0$, so the relevant dopant is a missing carrier, whether the carriers are electrons or valence-band holes.

At infinite $U$,

$$E_b=0.4227\times1\ \text{meV}=0.423\ \text{meV},\qquad E_b/k_B=4.9\ \text{K}.$$

The root-mean-square separation of vacancy and flip is $1.474\times8\ \text{nm}=11.8$ nm. The single-vacancy picture therefore needs dopants much farther apart than this.

At finite $U$, neighbouring spins also gain energy by virtual double occupation. To leading order this is $J(\mathbf S_i\cdot\mathbf S_j-\frac14)$ per bond, with $J=4t^2/U=0.040$ meV. An isolated flip has six antiparallel bonds worth $-J/2$ each, and hops with amplitude $J/2$:

$$\omega(\mathbf k)=-3J+J[\cos k_1+\cos k_2+\cos(k_2-k_1)]\ \ge\ -\tfrac92J=-0.180\ \text{meV}.$$

Binding must now be measured against a free vacancy plus this free magnon. The one-flip Hubbard problem at $U=100$ meV, solved at $\mathbf Q=0$ on a periodic $12\times12$ lattice, has energy $-3.641$ meV, so

$$E_b=(-3.000-0.180)-(-3.641)=0.461\ \text{meV}\quad(5.4\ \text{K}).$$

Finite $U$ raises the binding by about 9% of its infinite-$U$ value. The energy of vacancy plus flip falls by 0.219 meV, more than the magnon's 0.180 meV. The calculation does not separate how much of this comes from spin exchange and how much from vacancy hops assisted by virtual double occupation.

## The field window

A field $B$ adds $g\mu_BB$ to the cost of each flip. The undoped background is stable against one magnon when this exceeds 0.180 meV. With the leading-order exchange, the same condition covers any number of flips. Share each bond equally between its two triangles and each site among its six. A triangle of total spin $\frac32$ has no exchange energy. One of total spin $\frac12$ gains $\frac34J$ but contains at least one flip, which costs it $g\mu_BB/6$ or more. Nothing is gained once $g\mu_BB\ge\frac92J$. The bound flip pays for itself while the cost is below $3.641-3.000=0.641$ meV. With $g\mu_B=0.579$ meV/T,

$$\frac{0.180}{0.579}=0.31\ \text{T}\;<\;B\;<\;\frac{0.641}{0.579}=1.11\ \text{T}.$$

Within this window the undoped system is polarised at zero temperature, yet a vacancy prefers to carry a flip. Above it, the vacancy moves alone. Below it, the polarised starting point is itself unstable, and the result does not identify the ground state. These statements keep only the on-site repulsion, so they require direct exchange (sized below) to be negligible, and they compare a lone vacancy with one carrying a single flip. States with several flips per vacancy have not been sized. They can take over in the lower part of the window, where each further flip costs less, and could in principle alter the upper edge.

The crossing has a magnetic signature. Removing an up carrier lowers the spin projection by $\frac12$; removing it and binding a flip lowers it by $\frac32$. For dilute vacancies at low temperature, the one-flip model predicts that the loss of spin per removed carrier falls from $\frac32$ to $\frac12$ as the field passes the upper edge. Lower in the window, further bound flips would make the loss larger than $\frac32$. For $t>0$ and one flip, an added carrier has no corresponding kinetic binding at infinite $U$. A useful measurement compares small deviations on both sides of unit filling, at fixed field and temperature.

At the middle of the window the bound flip lies 0.231 meV below the lone vacancy. At 0.5 K, $k_BT=0.043$ meV, about one fifth of this. The energy scale is adequate at mid-window, although a thermal population would also require counting the momentum states of both species, which shifts the crossing field. Near the lower edge, where the magnon gap closes, thermal flips leave the background only partly polarised at this temperature.

## What moves the number

The following estimates hold $t=1$ meV fixed. The hopping corrections use infinite $U$ and a finite patch, and should be compared with 0.423 meV.

- **Second-neighbour hopping.** A vacancy amplitude of $+0.1t$, with the same sign as the vacancy's nearest-neighbour amplitude, raises the binding to 0.65 meV; $-0.1t$ lowers it to 0.27 meV. A smooth potential that gives $t=1$ meV at this period with a mass of $0.5\,m_0$ favours the negative sign, at about this size. It also gives a third-neighbour amplitude near $-0.06t$, and with both terms the binding is about 0.3 meV. At the corners an amplitude $t_2$ changes the band curvature from $\frac34t$ to $\frac34t-\frac92t_2$, here 0.30 or $1.20\,t$. A flatter band has more states near threshold, which strengthens binding. This is the largest single change among the hopping corrections sized.
- **Spin-dependent hopping phase.** A real potential for each spin species gives real hopping, but corrections to the band can add opposite phases for the two spins. A phase of 0.02 rad reduces the binding to 0.33 meV. One band corner falls by $3\sqrt3\,t\times0.02\approx0.10$ meV, while the real f-wave state has no first-order shift.
- **Higher orbitals.** A Gaussian orbital whose self-repulsion is 100 meV at relative permittivity 10 has width $w=1.8$ nm, defined by a density proportional to $e^{-r^2/w^2}$. With mass $0.5\,m_0$, its harmonic level spacing is about 47 meV, below $U$. This width was fixed from $U$ alone. A smooth potential that gives $t=1$ meV at this period and mass has a wider orbital, $w\approx2.4$ nm with self-repulsion near 80 meV, and its next band lies about 30 meV higher on average and less than 20 meV higher at the band edges. The single-orbital assumption is therefore doubtful for virtual double occupation. Repeating the calculation with $U=50$ meV gives 0.50 meV, which tests a cheaper double occupation but not the different hopping into a higher orbital.
- **Direct exchange.** Direct exchange reduces $J$ by twice its bond value, and six bonds cost a flip six times that value. It depends exponentially on the squared ratio of period to width. The 1.8 nm Gaussians give about 0.005 meV per bond, a quarter of $J$ and 0.03 meV per flip. The wider orbitals of the smooth potential that gives $t=1$ meV yield 0.2 to 0.3 meV per bond at permittivity 10, in a single-band estimate without further screening or orbital relaxation. A flip then costs 1.3 meV or more, three times the binding, the net exchange is ferromagnetic, and the field window above does not apply. This is the largest uncertainty in the moiré numbers.
- **Neighbour repulsion.** With one vacancy and no double occupation, every configuration has the same number of occupied neighbour pairs. This repulsion is then a constant and drops out of the binding. At finite $U$ it makes virtual double occupation cheaper, which raises $J$ and the saturation field. It also matters between vacancies.

Disorder has not been sized. Variations of site energy shift a lone vacancy as well as a bound one, so only the difference between the two shifts changes the binding.

For design, the first requirement is the frustrated sign of hopping for the chosen dopant. With that sign, and with $U\gg t$, direct exchange well below $0.4t/6$ per bond, few dopants and weak disorder, $0.4t$ sets the energy scale. Raising $t$ raises this scale, but at fixed $U$ it also raises the saturation field as $t^2/U$. Before a field window is quoted for a particular device, its second-neighbour hopping and hopping phase should be determined, because corrections of a few hundredths to a tenth in these quantities shift the binding by tens of per cent. Its direct exchange must be determined as well, since it can exceed the binding and remove the window. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
triangle, parallel spins, lowest: -1.0000 t
triangle, opposite spins, lowest: -2.0000 t
free vacancy band bottom: -3.0000 t
bound state, f-wave equation: -3.42269 t
bound state, direct diagonalization: -3.42269 t
binding energy, infinite U: 0.42269 t
neighbour weight, formula: 0.7751
neighbour weight, diagonalization: 0.7751
exchange-hop energy: -0.7751 t
ordinary-hop energy: -2.6476 t
rms vacancy-flip distance: 1.474 lattice periods
log slope, numerical: 0.8252 /t
log slope, formula: 0.8270 /t
lowest level, exchange hops deleted: -2.9727 t
lowest level, unfrustrated sign (free -6): -5.8662 t
lowest level, square lattice (free -4): -3.9119 t
lowest patch level at Q = M: -2.9781 t
lowest patch level at Q = K: -2.9725 t
Hubbard (U = 1e5 t) minus reduced model, max: 2.2e-04 t
input t: 1.0 meV
input U: 100 meV
input moire period: 8.0 nm
input g factor: 10
input temperature: 0.5 K
input mass: 0.5 m0
input relative permittivity: 10
binding, infinite U: 0.423 meV
binding, infinite U, over kB: 4.91 K
rms vacancy-flip distance: 11.8 nm
U = 100 meV: vacancy + flip energy: -3.6414 meV
U = 100 meV: free magnon minimum: -0.1802 meV
U = 100 meV: binding to free magnon: 0.4613 meV
U = 50 meV: vacancy + flip energy: -3.8575 meV
U = 50 meV: free magnon minimum: -0.3613 meV
U = 50 meV: binding to free magnon: 0.4962 meV
binding over kB at U = 100 meV: 5.35 K
superexchange J = 4t^2/U: 0.040 meV
saturation field: 0.311 T
upper field for the bound flip: 1.108 T
polaron gain at mid-window field: 0.231 meV
thermal energy kB T: 0.043 meV
binding, second hop +0.1 t, infinite U: 0.651 meV
binding, second hop -0.1 t, infinite U: 0.265 meV
binding, spin phase 0.02 rad, infinite U: 0.327 meV
Gaussian orbital width w: 1.80 nm
direct exchange X per bond: 0.0054 meV
direct-exchange cost of a flip, 6X: 0.032 meV
harmonic orbital gap: 47 meV
```
